# Heavy-fermion decoupling and the axial anomaly from one Pauli–Villars regulator

## 1. A heavy fermion in parallel fields

Place charged fermions in an electric field with a component along a magnetic field. For massless fermions, the fields pump particles from one chirality to the other. A fermion of large mass $m$ has a gap $2m$, and slowly varying fields that are also weak, $|eE|\ll m^2$, hardly excite it. Its axial current should then have almost no divergence. Yet the anomaly coefficient contains no mass. What cancels it?

The answer is the mass term in the divergence of the axial current. The same term, evaluated for a fictitious heavy fermion, produces the anomaly itself.

I use $\hbar=c=1$, Heaviside–Lorentz fields, metric $(+,-,-,-)$, and $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$. The fermion has charge $e$ in a prescribed field $A_\mu$:
$$
i\gamma^\mu\partial_\mu\psi=(m+e\slashed A)\psi,\qquad
i\partial_\mu\bar\psi\gamma^\mu=-\bar\psi(m+e\slashed A).
$$
Let $j_5^\mu=\bar\psi\gamma^\mu\gamma_5\psi$. Since $\gamma^\mu\gamma_5=-\gamma_5\gamma^\mu$,
$$
\partial_\mu j_5^\mu
=i\bar\psi(m+e\slashed A)\gamma_5\psi+i\bar\psi\gamma_5(m+e\slashed A)\psi
=2im\bar\psi\gamma_5\psi\equiv P_m .
$$
The field terms cancel by anticommutation. This is the classical identity. Loop divergences decide whether it survives for expectation values.

## 2. The pseudoscalar triangle

Take $A_\mu=a_{1\mu}e^{-ik_1x}+a_{2\mu}e^{-ik_2x}$ and keep the term proportional to $a_1a_2$. It varies as $e^{-iqx}$, with $q=k_1+k_2$; this common factor is omitted below. The propagator is $S(p)=i(\slashed p+m)/(p^2-m^2)$, each field vertex is $-ie\gamma^\mu$, and the closed loop gives $-1$. Thus
$$
\langle P_m\rangle=-2im(-ie)^2\!\int\!\frac{d^4\ell}{(2\pi)^4}
\operatorname{tr}[\gamma_5S(\ell+k_2)\slashed a_2S(\ell)\slashed a_1S(\ell-k_1)]
+(1\leftrightarrow2).
$$

**Trace.** Write $[abcd]=\operatorname{tr}(\gamma_5\slashed a\slashed b\slashed c\slashed d)$. It is antisymmetric in all four vectors, because $\operatorname{tr}(\gamma_5\slashed a\slashed b)=0$. Traces with an odd number of gamma matrices vanish, and so does the $m^3$ term. The numerator is therefore $m$ times
$$
[(\ell+k_2)a_2\ell a_1]+[(\ell+k_2)a_2a_1(\ell-k_1)]+[a_2\ell a_1(\ell-k_1)].
$$
Terms with two $\ell$'s vanish. The remaining pieces are
$$
[k_2a_2\ell a_1]+[k_2a_2a_1\ell]-[\ell a_2a_1k_1]-[a_2\ell a_1k_1]-[k_2a_2a_1k_1].
$$
The first two cancel, as do the next two. Reordering the last gives $+[k_1a_1k_2a_2]$. No loop momentum is left in the numerator, so the integral converges.

**Integral.** Assign Feynman parameters $x,y,z$, with $x+y+z=1$, to the lines $\ell-k_1,\ell,\ell+k_2$. Completing the square gives $(\ell-xk_1+zk_2)^2-\Delta$, where
$$
\begin{aligned}
\Delta&=m^2-x(1-x)k_1^2-z(1-z)k_2^2-2xz\,k_1\!\cdot k_2\\
&=m^2-xy\,k_1^2-yz\,k_2^2-xz\,q^2 .
\end{aligned}
$$
For $\Delta>0$, the rotation $\ell^0=i\ell_4$ gives
$$
\int\!\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2-\Delta)^3}
=-i\frac{2\pi^2}{(2\pi)^4}\int_0^\infty\!\frac{r^3dr}{(r^2+\Delta)^3}
=-\frac{i}{32\pi^2\Delta},
$$
because the radial integral is $1/(4\Delta)$. The Feynman formula for three denominators carries a factor 2. Define
$$
G_m=2\int dx\,dy\,dz\,\delta(1-x-y-z)\frac{m^2}{\Delta}.
$$
The three-propagator integral is then $-iG_m/(32\pi^2m^2)$.

**Factors.** The prefactor $-2im(-ie)^2=2ime^2$, times $i^3=-i$ from the propagators, is $2me^2$. One diagram gives
$$
2me^2\,m\left(-\frac{iG_m}{32\pi^2m^2}\right)[k_1a_1k_2a_2]
=-\frac{ie^2G_m}{16\pi^2}[k_1a_1k_2a_2].
$$
The crossed diagram is equal, since exchanging both pairs is an even permutation. With $\epsilon^{0123}=+1$, our $\gamma_5$ gives $[abcd]=-4i\,\epsilon(a,b,c,d)$, where $\epsilon(a,b,c,d)=\epsilon^{\mu\nu\rho\sigma}a_\mu b_\nu c_\rho d_\sigma$. Hence
$$
\langle P_m\rangle=-\frac{e^2G_m}{2\pi^2}\,\epsilon(k_1,a_1,k_2,a_2).
$$

**Fields.** From $F_{0i}=E^i$, $F_{23}=-B^1$ and cyclic relations, $\epsilon^{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}=-8\mathbf E\cdot\mathbf B$. The same quantity is $4\epsilon^{\mu\nu\rho\sigma}\partial_\mu A_\nu\partial_\rho A_\sigma$. Its mixed part contains two equal terms and $(-i)^2$, giving $-8\epsilon(k_1,a_1,k_2,a_2)$. The tensor is therefore the mixed part of $\mathbf E\cdot\mathbf B$, and
$$
\boxed{\langle P_m\rangle=-\frac{e^2}{2\pi^2}G_m\,\mathbf E\cdot\mathbf B.}
$$
This is a momentum-space relation. Since $G_m$ depends on $k_1^2$, $k_2^2$ and $q^2$, it multiplies the contribution of each pair of field components, and pairs with the same $q$ can carry different factors.

## 3. Heavy and light limits

When $|k_1^2|,|k_2^2|,|q^2|\ll m^2$, expand $m^2/\Delta$. The parameter region has area $1/2$, and the integral of $xy$ over it is $1/24$, as are those of $yz$ and $xz$. Therefore
$$
G_m=1+\frac{k_1^2+k_2^2+q^2}{12m^2}+O(m^{-4}).
$$
One factor of $m$ comes from the definition of $P_m$, another from the chirality flip in the trace. Together they cancel the $1/m^2$ of the loop integral. A heavy fermion thus leaves a finite local term, even though its propagation is suppressed.

At fixed nonzero spacelike invariants, $m^2/\Delta$ lies between 0 and 1 and tends to zero inside the parameter region as $m\to0$. Hence $G_m\to0$. Taking the momenta to zero first gives 1 instead, so the order of limits matters. For timelike invariants large enough to create real pairs, $\Delta$ can vanish, and the heavy expansion fails.

## 4. The regulated axial current

The axial triangle is
$$
\langle j_5^\mu\rangle=-(-ie)^2\!\int\!\frac{d^4\ell}{(2\pi)^4}
\operatorname{tr}[\gamma^\mu\gamma_5S(\ell+k_2)\slashed a_2S(\ell)\slashed a_1S(\ell-k_1)]+(1\leftrightarrow2).
$$
Its integrand falls as $\ell^{-3}$, so it is superficially linearly divergent. Add a spinor of mass $M$ with the same charge, whose loops have the opposite sign, and include its axial current in the total. This subtracts the same triangle with $m\to M$.

The leading $\ell^{-3}$ terms do not depend on mass. Terms with an odd power of mass in the numerator have zero trace, so the first mass dependence is suppressed by two powers of $\ell$. The difference falls as $(M^2-m^2)\ell^{-5}$ and converges. One regulator therefore suffices here. In vacuum polarization, the corresponding difference falls only as $\ell^{-4}$ by power counting, so this argument does not cover it.

**Axial identity.** The derivative gives $-iq_\mu$. Use
$$
-i\slashed q\gamma_5=i\gamma_5(\slashed\ell+\slashed k_2-m)
+i(\slashed\ell-\slashed k_1-m)\gamma_5+2im\gamma_5 .
$$
The last term reproduces $\langle P_m\rangle$. In the others, $(\slashed p-m)S(p)=S(p)(\slashed p-m)=i$ removes one propagator and leaves
$$
-\operatorname{tr}[\gamma_5\slashed a_2S(\ell)\slashed a_1S(\ell-k_1)]
-\operatorname{tr}[\gamma_5S(\ell+k_2)\slashed a_2S(\ell)\slashed a_1].
$$
The numerator of the first trace is proportional to $[a_2\ell a_1k_1]$. After subtraction of the regulator, the integral of $\ell^\alpha$ over its two denominators converges. It can depend only on $k_1$, so it is proportional to $k_1^\alpha$, and $[a_2k_1a_1k_1]=0$. In the second trace the numerator is proportional to $[k_2a_2\ell a_1]$, and the integral is proportional to $k_2^\alpha$; it vanishes too. The crossed diagram follows by relabelling.

**Vector identity.** Gauge invariance requires a zero result when $a_1$ is replaced by $k_1$. In the two diagrams,
$$
\begin{aligned}
S(\ell)\slashed k_1S(\ell-k_1)&=i[S(\ell-k_1)-S(\ell)],\\
S(\ell+k_1)\slashed k_1S(\ell)&=i[S(\ell)-S(\ell+k_1)].
\end{aligned}
$$
With $V(p,p')=\operatorname{tr}[\gamma^\mu\gamma_5S(p)\slashed a_2S(p')]$, their sum is proportional to
$$
V(\ell+k_2,\ell-k_1)-V(\ell+k_2,\ell)+V(\ell,\ell-k_2)-V(\ell+k_1,\ell-k_2).
$$
Shifting $\ell\to\ell+k_1-k_2$ in the first term cancels the fourth. Shifting $\ell\to\ell-k_2$ in the second cancels the third. In $V$, antisymmetry removes the term quadratic in $\ell$, so each $V$ falls as $\ell^{-3}$ and its regulated difference as $\ell^{-5}$. The shifts are legitimate. The identity for $a_2$ follows by exchange.

## 5. The anomaly

With $\langle P_M\rangle$ denoting an ordinary fermion loop, the opposite sign of the regulator loop gives
$$
\partial_\mu\langle j_5^\mu\rangle_{\rm reg}=\langle P_m\rangle-\langle P_M\rangle .
$$
The regulator is a heavy fermion, so Section 3 applies to it: $G_M\to1$ as $M\to\infty$ at fixed momenta. Therefore
$$
\boxed{\partial_\mu\langle j_5^\mu\rangle
=\langle P_m\rangle+\frac{e^2}{2\pi^2}\mathbf E\cdot\mathbf B
=\frac{e^2}{2\pi^2}(1-G_m)\mathbf E\cdot\mathbf B.}
$$
The regulator disappears as a propagating particle, but its pseudoscalar term remains. If the physical fermion is heavy as well, the two local terms cancel, leaving a remainder of order momentum squared over $m^2$. For a light fermion at fixed spacelike momenta, $G_m\to0$ and the anomaly remains. The result is of second order in the external field, with no internal photons.

## 6. Why the bare integral is ambiguous

Suppose the regulator is absent and $\ell$ is shifted by $s$ in the first diagram. At large $\ell$, use $\slashed\ell\slashed a_2\slashed\ell=2(\ell\cdot a_2)\slashed\ell-\ell^2\slashed a_2$. The first part has no antisymmetric trace; the second leaves an integrand of size $4\epsilon^{\mu\nu\rho\sigma}a_{1\nu}a_{2\rho}\ell_\sigma/\ell^4$. The shift changes the integral by a surface term. Averaging $\ell_\sigma\ell_\tau$ over a large Euclidean sphere gives $\ell^2\delta_{\sigma\tau}/4$, so the size of the change is
$$
e^2\frac{2\pi^2}{(2\pi)^4}\,4\cdot\frac14\,|\epsilon^{\mu\nu\rho\sigma}a_{1\nu}a_{2\rho}s_\sigma|
=\frac{e^2}{8\pi^2}|\epsilon^{\mu\nu\rho\sigma}a_{1\nu}a_{2\rho}s_\sigma| .
$$

With the original routing and a spherical cutoff, the two-propagator integrals of Section 4 are still proportional to $k_1$ or $k_2$. The bare axial identity then has no anomaly, but the vector identities fail. To find by how much, consider a very heavy bare loop. Its surviving local term, symmetric under exchange of the two fields, has the form
$$
C^\mu=c\,\epsilon^{\mu\nu\rho\sigma}a_{1\nu}a_{2\rho}(k_1-k_2)_\sigma .
$$
Contraction with $q$ gives $-2c\,\epsilon(k_1,a_1,a_2,k_2)$. Replacing $a_1$ by $k_1$ gives $-c\,\epsilon^{\mu\nu\rho\sigma}k_{1\nu}a_{2\rho}k_{2\sigma}$, with half the coefficient. The axial contraction has the full anomaly coefficient, by Section 3, so each vector identity fails by half of it. The regulated difference obeys the vector identities, so this failure is the same for every mass.

A different routing, symmetric in the two fields, adds a surface term of the same form and so changes only $c$. The vector identities require $c=0$. The heavy loop then has no divergence while $\langle P_m\rangle$ stays finite, so the axial identity fails in full. A routing that is not symmetric leaves the more general local term $\epsilon^{\mu\nu\rho\sigma}a_{1\nu}a_{2\rho}(\alpha k_1+\beta k_2)_\sigma$. Replacing $a_1$ by $k_1$ forces $\beta=0$, and replacing $a_2$ by $k_2$ forces $\alpha=0$, so the conclusion is the same. No routing satisfies all three identities. The regulator thus does not create an anomaly in an otherwise consistent integral. It keeps the vector current conserved and places the whole failure in the axial identity.

## 7. A check with Landau levels

Take a uniform field $B$ along $z$, with $eB>0$, and a static potential $\phi_Qe^{iQz}$ plus its conjugate. Then $E_Q=-iQ\phi_Q$. The pseudoscalar operator is $\psi^\dagger O\psi$, with $O=2im\gamma^0\gamma_5$.

In levels above the lowest, both spin states occur. The potential and $O$ do not change the level. The energy projectors put at most two Dirac Hamiltonians in a trace with $O$, and each such trace is proportional to $\operatorname{tr}\Sigma_i$, $\operatorname{tr}(\gamma^0\gamma_5\Sigma_i)$, $\operatorname{tr}(\gamma^0\Sigma_i)$, $\operatorname{tr}(\gamma^0\gamma_5)$ or $\operatorname{tr}\gamma_5$. All of these vanish, so these levels do not contribute to the linear response. The lowest level has one spin state and density $eB/2\pi$ per area. In it,
$$
H=\tau_3p+\tau_1m,\qquad O=2m\tau_2,\qquad \omega_p=\sqrt{p^2+m^2}.
$$

First-order perturbation theory mixes filled states at $-\omega_p$ with empty states at $+\omega_{p\pm Q}$. For the mixing to $p'=p+Q$, projectors $(1\mp H/\omega)/2$ give
$$
\operatorname{tr}[P_-(p)OP_+(p')]
=-\frac14\frac{2m^2}{\omega_p\omega_{p'}}\,2i(p'-p)
=-\frac{im^2Q}{\omega_p\omega_{p'}} .
$$
The change in the conjugate state contributes equally after a shift of $p$. Including the energy denominator $-(\omega_p+\omega_{p'})$,
$$
\begin{aligned}
\langle P_m\rangle_Q
&=e\phi_Q\frac{eB}{2\pi}\,2im^2Q\int\frac{dp}{2\pi}
\frac1{\omega_p\omega_{p'}(\omega_p+\omega_{p'})}\\
&=-\frac{e^2BE_Q}{2\pi^2}\;m^2\!\int\frac{dp}{\omega_p\omega_{p'}(\omega_p+\omega_{p'})}.
\end{aligned}
$$
As $Q\to0$, the last factor becomes $m^2\int dp/(2\omega_p^3)=1$. This confirms the sign and coefficient without a Feynman diagram.

The triangle gives the finite-$Q$ form factor. Set $k_1=0$ and $k_2^2=q^2=-Q^2$. Integrating over $x$ at fixed $z$, then using the symmetry $z\leftrightarrow1-z$,
$$
G_m=\int_0^1\frac{m^2\,dz}{m^2+z(1-z)Q^2}
=\frac{\operatorname{arsinh}s}{s\sqrt{1+s^2}},\qquad s=\frac{Q}{2m}.
$$
The second equality follows from $z=(1+u)/2$, which gives $\int_0^1du/(1+s^2-s^2u^2)$. The numerical check compares this with the Landau-level response: both give 0.9603 at $Q=0.5m$ and 0.6232 at $Q=2m$. For small $Q$, $1-G_m\simeq Q^2/(6m^2)$.

## 8. Numerical example

First take $m=e=1$ and static fields with $|\mathbf k_1|^2=0.61$, $|\mathbf k_2|^2=0.58$ and $|\mathbf q|^2=1.73$. In units of the anomaly term, the regulated divergence is $G_M-G_m$, with $G_m=0.8089$:

| $M/m$ | $G_M$ | $G_M-G_m$ |
|---:|---:|---:|
| 3 | 0.9738 | 0.1649 |
| 6 | 0.9933 | 0.1844 |
| 12 | 0.9983 | 0.1894 |

The limit is $1-0.8089=0.1911$. At $M=12m$, the leading estimate of the regulator's remaining error is
$$
1-G_M\simeq\frac{0.61+0.58+1.73}{12\times144}=1.690\times10^{-3},
$$
against $1.687\times10^{-3}$ from the full integral. Direct four-dimensional integration confirms the regulated divergences, the vector identities and the surface term.

Now take the vacuum of the electron field in $B=1$ T, with a parallel static electric field of amplitude $10^6$ V/m and wavelength 100 pm. In SI units the anomaly source is
$$
\frac{e^2EB}{2\pi^2\hbar^2}=1.1693\times10^{35}\ \mathrm{m^{-3}\,s^{-1}}.
$$
The field is slow on the electron's scale: $\hbar Q/(m_ec)=0.02426$. Thus
$$
1-G_m\simeq\frac{(0.02426)^2}{6}=9.81\times10^{-5}.
$$
The pseudoscalar source is $-1.1692\times10^{35}\ \mathrm{m^{-3}\,s^{-1}}$. The net amplitude is
$$
(1.1693\times10^{35})(9.81\times10^{-5})
\approx1.15\times10^{31}\ \mathrm{m^{-3}\,s^{-1}}.
$$
Internal photons are omitted here, and their effect on this remainder is not computed. The field is a prescribed idealization: an electric field varying along its own direction needs a source charge density of amplitude $\epsilon_0QE$, here about $3.5\times10^{24}$ elementary charges per $\mathrm{m^3}$ modulated smoothly over 100 pm. The example therefore sets the scale of the cancellation and does not describe a laboratory arrangement. About one part in ten thousand of the anomaly source survives. Since the fields are static, this net source is the spatial divergence of the axial current, $\nabla\cdot\langle\mathbf j_5\rangle$. It does not describe an axial charge growing in time.

## Values computed for the example and the checks

```
MODEL: e = 1, momenta and masses in units of light mass m
k1 (x,y,z) [m]: [0.5 0.  0.6]  k2 (x,y,z) [m]: [-0.3  0.   0.7]
|k1|^2, |k2|^2, |q|^2 [m^2]: 0.6100, 0.5800, 1.7300
E.B amplitude product [m^2, unit potentials]: -0.5300
coefficient 1/(2 pi^2) [1]: 0.05066059
anomaly term [m^2, unit potentials]: -0.02685011
form factor G at mass 1 m [1]: 0.80889213
form factor G at mass 3 m [1]: 0.97377415
form factor G at mass 6 m [1]: 0.99329272
form factor G at mass 12 m [1]: 0.99831345
form factor G at mass 0.01 m [1]: 5.311e-04
Ratios below are divided by the anomaly term
pseudoscalar loop, mass 1 m [1]: -0.80889213
pseudoscalar loop, mass 12 m [1]: -0.99831345
1-G at mass 12 m, exact [1]: 1.686546e-03
1-G at mass 12 m, leading term [1]: 1.689815e-03
M = 3 m: regulated divergence [1]: 0.16488202; minus pseudoscalar: 0.97377415
M = 6 m: regulated divergence [1]: 0.18440059; minus pseudoscalar: 0.99329272
M = 12 m: regulated divergence [1]: 0.18942133; minus pseudoscalar: 0.99831345
bare axial divergence, symmetric routing [1]: -0.80889213
bare vector failures, magnitude [1]: 0.500000, 0.500000
regulated vector failures, M = 3 m [1]: 2.4e-13
loop shift in first diagram (x,y,z) [m]: [ 0.2  0.  -0.3]
bare change from shift, loop [1]: 0.150943
bare change from shift, surface term [1]: 0.150943
regulated change from shift [1]: 7.2e-13
LANDAU LEVELS: eB = 0.7 m^2
Q = 0.5 m: lowest-level pseudoscalar/anomaly [1]: -0.96031093; closed G: 0.96031093
Q = 0.5 m: largest of levels 1 and 2 [1]: 3.6e-17
Q = 2.0 m: lowest-level pseudoscalar/anomaly [1]: -0.62322524; closed G: 0.62322524
Q = 2.0 m: largest of levels 1 and 2 [1]: 6.5e-18
ELECTRON IN STATIC PARALLEL FIELDS
B [T]: 1.0; E amplitude [V/m]: 1.0e+06
wavelength [pm]: 100.0
hbar Q/(m_e c) [1]: 0.02426310
G [1]: 0.999901895; 1-G [1]: 9.810481e-05
leading estimate of 1-G [1]: 9.811636e-05
anomaly source amplitude [m^-3 s^-1]: 1.169334e+35
pseudoscalar amplitude [m^-3 s^-1]: -1.169220e+35
net divergence amplitude [m^-3 s^-1]: 1.147173e+31
```
